# Shear rigidity of a free Fermi gas with relaxed or frozen occupations: test program

```python
"""
Result under test: a free Fermi gas has zero static shear modulus, but if the
occupations are frozen while wavevectors follow an affine, volume-preserving
deformation, its shear modulus equals its pressure P = (2/5) n E_F.

Symbols: n density, k_F Fermi wavevector, E_F Fermi energy, F deformation
gradient (r -> F r, k -> F^{-T} k), gamma engineering shear, tau relaxation
time, omega angular frequency. Energies in eV and lengths in nm unless stated.
Tensile stress is positive.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erfc, expit

# Example inputs: round values, rough regime of metal wiring on a chip
density = 100.0          # electrons per nm^3
temperature = 400.0      # K
tau = 10e-15             # s
frequency = 1e9          # Hz
step_strain = 1e-3

h2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # eV nm
to_GPa = const.e * 1e27 / 1e9                              # from eV/nm^3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
e_fermi = h2_2m * k_fermi**2
pressure_formula = 0.4 * density * e_fermi


def simple_shear(g):
    return np.array([[1.0, g, 0.0], [0.0, 1.0, 0.0], [0.0, 0.0, 1.0]])


def pure_shear(g):
    return np.diag([np.exp(g / 2), np.exp(-g / 2), 1.0])


def symmetric_shear(g):
    return np.array([[1.0, g / 2, 0.0], [g / 2, 1.0, 0.0], [0.0, 0.0, 1.0]])


def curvature(function, h):
    return (function(h) - 2 * function(0.0) + function(-h)) / h**2


# Directions and weights for integrals over the unit sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(32)
phi = 2 * np.pi * np.arange(64) / 64
C, PHI = np.meshgrid(cos_nodes, phi, indexing="ij")
S = np.sqrt(1 - C**2)
directions = np.stack([S * np.cos(PHI), S * np.sin(PHI), C], -1).reshape(-1, 3)
weights = np.repeat(cos_weights * 2 * np.pi / 64, 64)


def deformed_sphere(F):
    """Density, energy density and stress, integrated in laboratory k space."""
    radius = k_fermi / np.linalg.norm(directions @ F, axis=1)
    spin_cell = 2 / (2 * np.pi)**3
    number = spin_cell * np.sum(weights * radius**3 / 3)
    fifth = spin_cell * h2_2m * weights * radius**5 / 5
    stress = -2 * (directions.T * fifth) @ directions
    return number, np.sum(fifth), stress


def energy_per_original_volume(F):
    return np.linalg.det(F) * deformed_sphere(F)[1]


# Zero-temperature test: pressure and frozen shear modulus from integrals
h = 1e-3
pressure = -(energy_per_original_volume((1 + h) * np.eye(3))
             - energy_per_original_volume((1 - h) * np.eye(3))) \
    / ((1 + h)**3 - (1 - h)**3)
G_simple = curvature(lambda g: energy_per_original_volume(simple_shear(g)), 0.01)
G_pure = curvature(lambda g: energy_per_original_volume(pure_shear(g)), 0.01)
K_symmetric = curvature(
    lambda g: energy_per_original_volume(symmetric_shear(g)), 0.01)
assert abs(deformed_sphere(simple_shear(0.3))[0] / density - 1) < 1e-9
assert abs(pressure / pressure_formula - 1) < 1e-4
assert abs(G_simple / pressure_formula - 1) < 1e-4
assert abs(G_pure / pressure_formula - 1) < 1e-4
assert abs(K_symmetric / pressure_formula - 1.5) < 1e-3
finite_shear = 0.3
finite_stress = deformed_sphere(simple_shear(finite_shear))[2][0, 1]
assert abs(finite_stress / (pressure_formula * finite_shear) - 1) < 1e-7

# Discrete-level test in a periodic cell; energy unit is E_F.
# Thermal smearing suppresses finite-cell shell effects.
cell_particles = 4290
cell_kT = 0.15
fermi_index = (3 * cell_particles / (8 * np.pi))**(1 / 3)
axis = np.arange(-24, 25)
labels = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)


def level_energies(F):
    return np.sum((labels @ np.linalg.inv(F))**2, axis=1) / fermi_index**2


def chemical_potential(levels):
    return brentq(lambda mu: 2 * np.sum(expit((mu - levels) / cell_kT))
                  - cell_particles, -1.0, 2.0, xtol=1e-12)


def refilled_free_energy(F):
    levels = level_energies(F)
    mu = chemical_potential(levels)
    return mu * cell_particles - 2 * cell_kT * np.sum(
        np.logaddexp(0.0, (mu - levels) / cell_kT))


initial_levels = level_energies(np.eye(3))
frozen_occupation = 2 * expit(
    (chemical_potential(initial_levels) - initial_levels) / cell_kT)
cell_PV = -(refilled_free_energy((1 + h) * np.eye(3))
            - refilled_free_energy((1 - h) * np.eye(3))) \
    / (3 * np.log((1 + h) / (1 - h)))
static_ratio = curvature(
    lambda g: refilled_free_energy(simple_shear(g)), 0.1) / cell_PV
frozen_ratio = curvature(
    lambda g: np.sum(frozen_occupation * level_energies(simple_shear(g))),
    0.1) / cell_PV
assert abs(static_ratio) < 1e-3
assert abs(frozen_ratio - 1) < 1e-4

# Relaxation test: sum stresses over exponentially distributed times since
# the last collision, then project the response on the driving oscillation.
ages, age_weights = np.polynomial.laguerre.laggauss(40)
test_wt = 0.7
amplitude = 0.2
phases = 2 * np.pi * np.arange(12) / 12
stress_history = []
for phase in phases:
    relative = amplitude * (np.sin(phase) - np.sin(phase - test_wt * ages))
    stresses = np.array([deformed_sphere(simple_shear(g))[2][0, 1]
                         for g in relative])
    stress_history.append(np.sum(age_weights * stresses))
stress_history = np.array(stress_history)
storage_test = 2 * np.mean(stress_history * np.sin(phases)) / amplitude
loss_test = 2 * np.mean(stress_history * np.cos(phases)) / amplitude


def dynamic_moduli(wt):
    return (pressure_formula * wt**2 / (1 + wt**2),
            pressure_formula * wt / (1 + wt**2))


storage_formula, loss_formula = dynamic_moduli(test_wt)
assert abs(storage_test / storage_formula - 1) < 1e-6
assert abs(loss_test / loss_formula - 1) < 1e-6

# Thermal correction at fixed density from Fermi integrals, energy unit E_F
reduced_T = const.k * temperature / const.e / e_fermi
y = np.linspace(-40, 40, 4001)
thermal_weight = expit(y) * expit(-y) * (y[1] - y[0])


def thermal_moment(mu, power):
    return np.sum(thermal_weight * (mu + reduced_T * y)**power)


mu_T = brentq(lambda mu: thermal_moment(mu, 1.5) - 1, 0.9, 1.1,
              xtol=1e-14, rtol=1e-14)
thermal_change = thermal_moment(mu_T, 2.5) - 1
assert abs(thermal_change / (5 * np.pi**2 * reduced_T**2 / 12) - 1) < 1e-2

# Bare exchange: pair-separation integral for a deformed Fermi sphere
q_nodes, q_weights = np.polynomial.legendre.leggauss(20)
q = k_fermi * (q_nodes + 1)
overlap = 4 * np.pi * k_fermi**3 / 3 * (
    1 - 3 * q / (4 * k_fermi) + q**3 / (16 * k_fermi**3))
radial = k_fermi * np.sum(q_weights * overlap)


def exchange_energy(g):
    mapped = directions @ np.linalg.inv(simple_shear(g))
    angular = np.sum(weights / np.sum(mapped**2, axis=1))
    return -4 * np.pi * coulomb * radial * angular / (2 * np.pi)**6


exchange_density = exchange_energy(0.0)
G_exchange = curvature(exchange_energy, 0.01)
exchange_formula = 3 * coulomb * k_fermi * density / (4 * np.pi)
assert abs(-exchange_density / exchange_formula - 1) < 1e-9
assert abs(G_exchange / (2 * exchange_formula / 15) - 1) < 1e-3

# Static rigidity of singly charged fcc point ions in a uniform background
lattice_constant = (4 / density)**(1 / 3)
primitive = lattice_constant / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
small = np.arange(-6, 7)
cells = np.stack(np.meshgrid(small, small, small, indexing="ij"), -1).reshape(-1, 3)
cells = cells[np.any(cells != 0, axis=1)]


def ion_energy_density(F, split_factor):
    A = F @ primitive
    volume = abs(np.linalg.det(A))
    split = split_factor * np.sqrt(np.pi) / volume**(1 / 3)
    R = np.linalg.norm(cells @ A.T, axis=1)
    K2 = np.sum((cells @ (2 * np.pi * np.linalg.inv(A)))**2, axis=1)
    energy = (0.5 * np.sum(erfc(split * R) / R)
              + 2 * np.pi / volume * np.sum(np.exp(-K2 / (4 * split**2)) / K2)
              - split / np.sqrt(np.pi) - np.pi / (2 * volume * split**2))
    return coulomb * energy / volume


ion_moduli = []
for path in (simple_shear, pure_shear):
    values = [curvature(lambda g: ion_energy_density(path(g), s), 0.01)
              for s in (1.0, 1.2)]
    assert abs(values[0] / values[1] - 1) < 1e-6
    ion_moduli.append(values[0])

# Worked example
omega_tau = 2 * np.pi * frequency * tau
storage, loss = dynamic_moduli(omega_tau)
P_GPa = pressure * to_GPa
print(f"Electron density: {density:.0f} nm^-3")
print(f"Temperature: {temperature:.0f} K")
print(f"Relaxation time: {tau * 1e15:.0f} fs")
print(f"Vibration frequency: {frequency / 1e9:.0f} GHz")
print(f"Sudden shear strain: {step_strain * 100:.1f} %")
print(f"Fermi wavevector: {k_fermi:.3f} nm^-1")
print(f"Fermi energy: {e_fermi:.3f} eV")
print(f"Mean kinetic energy per electron: {deformed_sphere(np.eye(3))[1] / density:.3f} eV")
print(f"Pressure from volume derivative: {pressure:.2f} eV/nm^3")
print(f"Pressure from volume derivative: {P_GPa:.2f} GPa")
print(f"Frozen modulus, simple shear: {G_simple * to_GPa:.2f} GPa")
print(f"Frozen modulus, pure shear: {G_pure * to_GPa:.2f} GPa")
print(f"Symmetric-matrix curvature / P: {K_symmetric / pressure:.4f}")
print(f"Shear used in finite-strain test: {finite_shear:.1f}")
print(f"Finite-shear stress / (P gamma): {finite_stress / (pressure * finite_shear):.5f}")
print(f"Cell test particle number: {cell_particles}")
print(f"Cell test kT / E_F: {cell_kT:.2f}")
print(f"Cell test refilled modulus / P: {static_ratio:.1e}")
print(f"Cell test frozen modulus / P: {frozen_ratio:.5f}")
print(f"Relaxation test omega tau: {test_wt:.1f}")
print(f"Relaxation test storage modulus / P: {storage_test / pressure:.4f}")
print(f"Relaxation test loss modulus / P: {loss_test / pressure:.4f}")
print(f"Initial stress after sudden shear: {P_GPa * step_strain * 1e3:.2f} MPa")
print(f"Stored energy after sudden shear: {0.5 * P_GPa * step_strain**2 * 1e3:.4f} J/cm^3")
print(f"Electron shear viscosity: {P_GPa * 1e9 * tau * 1e3:.3f} mPa s")
print(f"Frequency at omega tau = 1: {1 / (2 * np.pi * tau) / 1e12:.2f} THz")
print(f"Example omega tau: {omega_tau:.3e}")
print(f"Storage modulus at example frequency: {storage * to_GPa * 1e9:.1f} Pa")
print(f"Loss modulus at example frequency: {loss * to_GPa * 1e3:.3f} MPa")
print(f"Example kT / E_F: {reduced_T:.3e}")
print(f"Thermal change of frozen modulus: {thermal_change * 100:.4f} %")
print(f"Bare exchange energy per electron: {exchange_density / density:.3f} eV")
print(f"Bare exchange shear contribution: {G_exchange * to_GPa:.2f} GPa")
print(f"Exchange contribution / P: {G_exchange / pressure * 100:.1f} %")
print(f"fcc lattice constant: {lattice_constant:.4f} nm")
print(f"Ion modulus, simple shear on cube axes: {ion_moduli[0] * to_GPa:.2f} GPa")
print(f"Ion modulus, stretch along cube axes: {ion_moduli[1] * to_GPa:.2f} GPa")
print("verified")
```

Printed output:

```
Electron density: 100 nm^-3
Temperature: 400 K
Relaxation time: 10 fs
Vibration frequency: 1 GHz
Sudden shear strain: 0.1 %
Fermi wavevector: 14.360 nm^-1
Fermi energy: 7.856 eV
Mean kinetic energy per electron: 4.714 eV
Pressure from volume derivative: 314.24 eV/nm^3
Pressure from volume derivative: 50.35 GPa
Frozen modulus, simple shear: 50.35 GPa
Frozen modulus, pure shear: 50.35 GPa
Symmetric-matrix curvature / P: 1.5001
Shear used in finite-strain test: 0.3
Finite-shear stress / (P gamma): 1.00000
Cell test particle number: 4290
Cell test kT / E_F: 0.15
Cell test refilled modulus / P: 2.0e-07
Cell test frozen modulus / P: 1.00000
Relaxation test omega tau: 0.7
Relaxation test storage modulus / P: 0.3289
Relaxation test loss modulus / P: 0.4698
Initial stress after sudden shear: 50.35 MPa
Stored energy after sudden shear: 0.0252 J/cm^3
Electron shear viscosity: 0.503 mPa s
Frequency at omega tau = 1: 15.92 THz
Example omega tau: 6.283e-05
Storage modulus at example frequency: 198.8 Pa
Loss modulus at example frequency: 3.163 MPa
Example kT / E_F: 4.388e-03
Thermal change of frozen modulus: 0.0079 %
Bare exchange energy per electron: -4.936 eV
Bare exchange shear contribution: 10.54 GPa
Exchange contribution / P: 20.9 %
fcc lattice constant: 0.3420 nm
Ion modulus, simple shear on cube axes: 31.99 GPa
Ion modulus, stretch along cube axes: 3.57 GPa
verified
```
